# The Large-Z Exchange Energy of Atoms from Thomas-Fermi Theory

An all-electron calculation on a heavy atom has to treat exchange somehow, and the decision is whether the nonlocal Fock expression must be evaluated or a local function of the density will do. The answer depends on the size of the exchange energy and on the error of the local form. For xenon the estimate derived below gives an exchange energy of about $-170$ hartree, and Hartree-Fock gives $-179$ hartree. An error of 5 percent is good for an estimate made without any orbital, but it amounts to nearly 9 hartree. The local form therefore serves for the size and trend of exchange, and, in a heavy atom, not for an absolute energy accurate to a fraction of a hartree.

Hartree atomic units are used throughout. The atoms are non-relativistic, neutral and spin-unpolarized unless stated otherwise.

## The estimate on the back of an envelope

Put $Z$ electrons in a region of radius $R$ around a nucleus of charge $Z$. The density is $n\sim Z/R^3$. The exclusion principle gives each electron a kinetic energy of order $n^{2/3}\sim Z^{2/3}/R^2$, while the electrostatic energy per electron is of order $-Z/R$. The two balance when

$$
\frac{Z^{2/3}}{R^2}\sim\frac{Z}{R},\qquad R\sim Z^{-1/3},\qquad n\sim Z^2 .
$$

Around each electron, the density of electrons of the same spin is depleted by one electron in total. This exchange hole has a radius of order $n^{-1/3}$, so it lowers the energy by about $n^{1/3}\sim Z^{2/3}$ per electron. For $Z$ electrons,

$$
E_x\sim -Z\cdot Z^{2/3}=-Z^{5/3}.
$$

The electrostatic energy is of order $Z\cdot Z/R\sim Z^{7/3}$. Exchange is thus a fraction of order $Z^{-2/3}$ of the total energy: it grows with $Z$, but less quickly than the total. The number in front of $Z^{5/3}$ requires the shape of the density and the exchange energy of a uniform gas.

## Exchange of a uniform electron gas

For a single determinant, exchange acts between electrons of equal spin:

$$
E_x=-\frac12\sum_\sigma\iint
\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
$$

where $\gamma_\sigma$ is the density matrix of spin $\sigma$. In a closed shell each $\gamma_\sigma$ is half the spin-summed matrix $\rho_1$. The prefactor becomes $\frac12\cdot2\cdot\frac14=\frac14$:

$$
E_x=-\frac14\iint\frac{|\rho_1(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$

This includes the terms in which an orbital is paired with itself. They cancel the self-repulsion contained in the Hartree energy.

In a uniform gas, plane waves are doubly occupied up to $k_F$. With $u=|\mathbf r-\mathbf r'|$ and $y=k_Fu$, the angular integral over $\mathbf k$ gives

$$
\rho_1(u)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf u}
=\frac1{\pi^2}\int_0^{k_F}k^2\frac{\sin ku}{ku}\,dk
=\frac{\sin y-y\cos y}{\pi^2u^3}.
$$

The spherical Bessel function $j_1(y)=(\sin y-y\cos y)/y^2$ and the density $n=\rho_1(0)=k_F^3/(3\pi^2)$ turn this into $\rho_1=3n\,j_1(y)/y$. The exchange energy per volume is then

$$
e_x=-\frac14\int_0^\infty4\pi u^2\,\frac{9n^2j_1^2(y)}{y^2}\,\frac{du}{u}
=-\frac{9\pi n^2}{k_F^2}\int_0^\infty\frac{j_1^2(y)}{y}\,dy ,
$$

because $u\,du=y\,dy/k_F^2$. The remaining integral follows from $j_0'=-j_1$ and $j_1'=j_0-2j_1/y$:

$$
\frac{d}{dy}\left(j_0^2+j_1^2\right)
=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{y}=-\frac{4j_1^2}{y}.
$$

Since $j_0^2+j_1^2$ falls from 1 at the origin to 0 at infinity, the integral equals $1/4$. Inserting $k_F^2=(3\pi^2n)^{2/3}$,

$$
e_x=-\frac{9\pi}{4(3\pi^2)^{2/3}}\,n^{4/3}=-C_xn^{4/3},\qquad
C_x=\frac34\left(\frac3\pi\right)^{1/3}.
$$

Dirac exchange applies this result at each point of a nonuniform density:

$$
E_x^{D}[n]=-C_x\int n(\mathbf r)^{4/3}\,d^3r .
$$

This is an approximation for atoms, justified where the density changes little over the distance $1/k_F$.

## The Thomas-Fermi density

Let $\Phi$ be the electrostatic potential of the nucleus and all the electrons, positive near the nucleus. An electron at the top of the local Fermi sea has energy $k_F^2/2-\Phi$. In equilibrium this has the same value $\mu$ wherever there are electrons.

For a neutral atom $\mu=0$. If the density extends to infinity, both $k_F$ and $\Phi$ vanish there, which gives the result at once. If it ended at a finite radius, neutrality would make $\Phi$ and its slope vanish at that edge. The density, and with it $k_F$, falls to zero there, so again $\mu=0$. The differential equation below, integrated inward from these values, would then give no potential at all, contrary to the presence of the nucleus. The neutral Thomas-Fermi atom therefore has no edge, and

$$
\frac12(3\pi^2n)^{2/3}=\Phi,\qquad n=\frac{(2\Phi)^{3/2}}{3\pi^2}.
$$

Write $\Phi=Z\chi/r$, where $\chi$ is the fraction of the nuclear potential left after screening. Then $\chi(0)=1$ and $\chi(\infty)=0$. Electrons carry negative charge, so away from the nucleus Poisson's equation is $\nabla^2\Phi=4\pi n$. For a spherical potential $\nabla^2\Phi=(r\Phi)''/r$, and hence

$$
\frac Zr\frac{d^2\chi}{dr^2}
=\frac{4}{3\pi}\left(\frac{2Z\chi}{r}\right)^{3/2}.
$$

Multiplication by $r/Z$ and the substitution $r=ax$ give

$$
\frac{d^2\chi}{dx^2}
=\frac{8\sqrt2}{3\pi}\,Z^{1/2}a^{3/2}\,\frac{\chi^{3/2}}{\sqrt x}.
$$

The length $a$ is chosen to make the constant factor equal to one:

$$
a=bZ^{-1/3},\qquad
b=\left(\frac{3\pi}{8\sqrt2}\right)^{2/3}
=\frac12\left(\frac{3\pi}{4}\right)^{2/3},\qquad
\chi''=\frac{\chi^{3/2}}{\sqrt x}.
$$

One function $\chi(x)$ now describes every neutral atom in this model. The radius $Z^{-1/3}$ of the rough estimate has become a scaling law.

## The coefficient

The exchange integrand needs

$$
r^2n^{4/3}=\frac{r^2}{(3\pi^2)^{4/3}}\left(\frac{2Z\chi}{r}\right)^2
=\frac{4Z^2\chi^2}{(3\pi^2)^{4/3}} .
$$

The powers of $r$ cancel. Although the model density diverges as $r^{-3/2}$ at the nucleus, its exchange energy is finite. The constants combine to

$$
C_x\,\frac{16\pi}{(3\pi^2)^{4/3}}
=12\pi\left(\frac3\pi\right)^{1/3}\frac{1}{3^{4/3}\pi^{8/3}}
=\frac4{\pi^2},
$$

so that

$$
E_x^D[n_{TF}]=-\frac{4Z^2}{\pi^2}\int_0^\infty\chi^2\,dr .
$$

Changing from $r$ to $x$ supplies the factor $bZ^{-1/3}$:

$$
E_x^D[n_{TF}]=-\frac{4b}{\pi^2}\,I\,Z^{5/3},\qquad
I=\int_0^\infty\chi^2\,dx .
$$

The integral is found numerically. The substitution $x=t^2$, with $p=d\chi/dx$, removes the square root from the denominator:

$$
\frac{d\chi}{dt}=2tp,\qquad \frac{dp}{dt}=2\chi^{3/2}.
$$

The solution has initial slope $-1.58807$ and gives $I=0.61543$. With $4b/\pi^2=0.358815$ hartree,

$$
E_x^D[n_{TF}]=-0.358815\times0.61543\;Z^{5/3}
=-0.2208\,Z^{5/3}\ \text{hartree},
$$

or $-6.009\,Z^{5/3}$ eV. As a test of the density, its charge was integrated to recover the potential at several radii. The result agreed with the local Fermi energy to a relative $5\times10^{-7}$.

## A second case: highly charged ions

The power $Z^{5/3}$ arises when the number of electrons is proportional to $Z$, as in neutral atoms. Consider instead $N$ electrons with $1\ll N\ll Z$, so that their mutual repulsion is negligible beside the nuclear attraction. The cloud now ends at a radius $R$ where $\mu=-Z/R$, and

$$
n=\frac{1}{3\pi^2}\left[\frac{2Z}{r}\left(1-\frac rR\right)\right]^{3/2},
\qquad r<R .
$$

The electron count fixes $R$. With $r=Rv$,

$$
N=\frac{8\sqrt2}{3\pi}(ZR)^{3/2}\int_0^1v^{1/2}(1-v)^{3/2}\,dv
=\frac{8\sqrt2}{3\pi}\cdot\frac{\pi}{16}\,(ZR)^{3/2}
=\frac{\sqrt2}{6}(ZR)^{3/2},
$$

hence $ZR=(18N^2)^{1/3}$. In the exchange integral $\chi$ is replaced by $1-r/R$, which gives

$$
E_x^D=-\frac{4Z^2}{\pi^2}\int_0^R\left(1-\frac rR\right)^2dr
=-\frac{4Z^2R}{3\pi^2}
=-\frac{4\,(18)^{1/3}}{3\pi^2}\,Z\,N^{2/3}.
$$

At fixed $N$ the exchange energy is linear in $Z$, because the whole cloud shrinks as $1/Z$. Setting $N\propto Z$ restores the power $5/3$, but the coefficient then changes, since screening is no longer negligible. The neutral-atom formula must not be applied to strongly charged ions.

## Why this should be the leading term for real atoms

The $Z^{5/3}$ law is a property of the Thomas-Fermi-Dirac estimate at every $Z$. For the Fock exchange of real atoms it can hold only as a leading term. What follows is a scaling argument, not a proof.

The local approximation is controlled by the reduced gradient

$$
s=\frac{|\nabla n|}{2k_Fn}.
$$

In the bulk of the atom, at $r\sim Z^{-1/3}$, the relative gradient $|\nabla n|/n$ is of order $Z^{1/3}$ and $k_F\sim n^{1/3}\sim Z^{2/3}$. Thus $s\sim Z^{-1/3}$. If the first correction to local exchange is of relative order $s^2$, it is smaller than the leading term by $Z^{-2/3}$, which makes it of order $Z$.

Three regions need separate care. Close to the nucleus, at $r\lesssim1/Z$, the true density is finite and the Thomas-Fermi density is not. Since $\chi$ is convex and tends to zero, it decreases from 1, so the model exchange from this core obeys

$$
\frac{4Z^2}{\pi^2}\int_0^{1/Z}\chi^2\,dr<\frac{4}{\pi^2}Z .
$$

The true core holds a number of electrons of order one at separations of order $1/Z$, so its exchange is also of order $Z$. A failure of the model there thus changes the energy by order $Z$, which is below the leading order.

Between the core and the bulk, $\chi\approx1$, $n\propto r^{-3/2}$ and $k_F=(2Z/r)^{1/2}$. Therefore

$$
s=\frac{3}{2r}\cdot\frac{1}{2k_F}=\frac{3}{4\sqrt{2Zr}},\qquad
s^2=\frac{9}{32Zr}.
$$

Multiplied by the exchange per unit radius, $4Z^2/\pi^2$, this gives an integrand $9Z/(8\pi^2r)$. Its integral from $1/Z$ to $Z^{-1/3}$ contains $\ln Z^{2/3}$. The correction may thus include a term of order $Z\ln Z$, which is larger than $Z$ but still smaller than $Z^{5/3}$.

Far from the nucleus, a trial form $\chi=Ax^{-3}$ gives $12A=A^{3/2}$, so $A=144$. Where this form holds, $Z\chi=144\,b^3/r^3$ no longer depends on $Z$. As $Z\to\infty$ the exchange from beyond a fixed radius $r_0$ therefore tends to a constant, $-\frac{4}{\pi^2}\,(144\,b^3)^2/(5r_0^5)$, and does not grow as $Z^{5/3}$. The constant is not small, about $-809$ hartree for $r_0=1$ bohr, and it is approached very slowly: for xenon the model exchange beyond 1 bohr is only about $-5$ hartree, and across the real elements it still grows with $Z$. The slow power-law tail is wrong for a real atom, whose density decays exponentially, but it does not affect the leading term.

## Comparison with Hartree-Fock

The reference is restricted Hartree-Fock for the free atoms, solved in radial form with dense Gaussian bases. It contains the full Fock exchange of its own orbitals and leaves out correlation and relativity, so it is not a substitute for experiment. Relativity is not a small omission for xenon: a scalar-relativistic estimate makes its exchange energy about 6 hartree more negative, while the error of Dirac exchange on the same density stays near 9 hartree. A finer and wider basis changed the xenon exchange energy by 0.0003 hartree. The xenon error parts given below are uncertain by about 0.001 hartree, that is, in their last digit.

For xenon, $Z^{5/3}=771.477$, and the estimate is $-0.22083\times771.477\approx-170.4$ hartree. The five atoms compare as follows, with energies in hartree.

| Atom | Estimate | Hartree-Fock | Ratio |
|---|---:|---:|---:|
| He | −0.701 | −1.026 | 0.683 |
| Ne | −10.250 | −12.108 | 0.847 |
| Ar | −27.301 | −30.185 | 0.904 |
| Kr | −86.674 | −93.856 | 0.923 |
| Xe | −170.363 | −179.097 | 0.951 |

Along these five atoms the ratio rises towards one, as expected of a leading term. The rise is not monotonic across all closed-shell atoms: calcium gives 0.924 and zinc 0.918, barium 0.957 and mercury 0.950. The absolute error grows at the same time, from 0.3 hartree in helium to 8.7 hartree in xenon. There is no conflict: a correction of order $Z$ or $Z\ln Z$ grows without limit while its share of $Z^{5/3}$ shrinks.

Divided by $Z$, the error is 0.162, 0.186, 0.160, 0.199 and 0.162 hartree along the series. This sequence is not smooth. The split made in the next section places the irregularity in the density part, which divided by $Z$ is 0.091, 0.078, 0.031, 0.054 and 0.004 hartree, while the functional part rises steadily through 0.071, 0.107, 0.129, 0.145 and 0.158 hartree. Shell structure, absent from the Thomas-Fermi density, is a plausible cause. Five such values cannot fix the next coefficient or decide whether a logarithm is present.

## Density error and functional error

The estimate makes two replacements, and adding and subtracting $E_x^D[n_{HF}]$ separates them:

$$
E_x^D[n_{TF}]-E_x^{HF}
=\left(E_x^D[n_{TF}]-E_x^D[n_{HF}]\right)
+\left(E_x^D[n_{HF}]-E_x^{HF}\right).
$$

The first bracket is the effect of the density, the second that of the local functional. In hartree they are:

| Atom | Density | Functional | Mean $s^2$ |
|---|---:|---:|---:|
| He | 0.183 | 0.142 | 1.123 |
| Ne | 0.784 | 1.075 | 0.544 |
| Ar | 0.562 | 2.322 | 0.416 |
| Kr | 1.950 | 5.232 | 0.277 |
| Xe | 0.203 | 8.531 | 0.225 |

The mean is taken over the Hartree-Fock atom with weight $n^{4/3}$. In helium the density is the larger source of error; in the other four atoms it is the functional. Relative to Hartree-Fock exchange, the functional error falls from 13.8 percent in helium to 4.8 percent in xenon, and the mean $s^2$ falls with it. This supports the gradient argument, although the decrease is slower than the bare power $Z^{-2/3}$. From neon to xenon that power would give a factor of 0.32, whereas the mean $s^2$ falls by a factor of 0.41 and the relative functional error, from 8.9 to 4.8 percent, by a factor of only 0.54.

The density part for xenon, 0.203 hartree, looks remarkably small. It does not show that the Thomas-Fermi density is accurate everywhere. Inside $r=1/Z$, Dirac exchange is $-19.719$ hartree for the Thomas-Fermi density and $-16.860$ hartree for the Hartree-Fock density. The model therefore gives a net 2.859 hartree too much binding in the core. Outside, the two values are

$$
-170.363+19.719=-150.644,\qquad
-170.566+16.860=-153.706\ \text{hartree},
$$

so the model gives a net 3.062 hartree too little binding there. This figure is itself a sum over radial ranges with errors of both signs, and a different dividing radius gives different parts. The small net error is the difference between these two larger ones.

## What this means for mixing in Fock exchange

Consider a simple hybrid with a fraction $\alpha$ of Fock exchange and the rest from the Dirac functional. At a fixed density and fixed orbitals, its exchange error is

$$
\alpha E_x^{HF}+(1-\alpha)E_x^D-E_x^{HF}
=(1-\alpha)\left(E_x^D-E_x^{HF}\right).
$$

If the scaling argument holds, both ingredients share the same $Z^{5/3}$ term, and mixing leaves it unchanged. It acts on the remainder. With $\alpha=1/4$, the xenon error falls from 8.5 to $0.75\times8.531\approx6.4$ hartree. Hybrids built on gradient-corrected exchange start from a different remainder, so this number does not carry over to them.

These are errors in total exchange energies. In an energy difference, such as an ionization or a bond energy, part of the error from unchanged inner shells may cancel, and the atomic totals do not say how much. They do settle the initial question for absolute energies: even on the Hartree-Fock density, Dirac exchange is in error by 5.2 hartree in krypton and 8.5 hartree in xenon, so the functional itself has to be improved or replaced by the Fock expression. That a better density removes almost none of the xenon error is due to the cancellation shown above; in krypton it removes 1.950 of 7.182 hartree. The values behind the tables are given in the numerical output.

## Calculated quantities

```
Dirac constant C_x = 0.738559 hartree bohr
Exchange-hole integral = 0.24999 (dimensionless)
TF length constant b = 0.885341 bohr
TF initial slope chi'(0) = -1.58807 (dimensionless)
I = integral chi^2 dx = 0.61543 (dimensionless)
Prefactor 4b/pi^2 = 0.358815 hartree
Coefficient of Z^(5/3) = -0.22083 hartree
Coefficient of Z^(5/3) = -6.009 eV
Largest relative TF charge error = 7.8e-06
Largest relative TF potential error = 5.4e-07
Energies in hartree; Z^(5/3) and ratio are dimensionless
atom  Z   Z^(5/3)   E_HF total   Ex_TF     Ex_HF     TF/HF
He    2     3.175       -2.862    -0.701    -1.026    0.683
Ne   10    46.416     -128.547   -10.250   -12.108    0.847
Ar   18   123.629     -526.817   -27.301   -30.185    0.904
Kr   36   392.498    -2752.054   -86.674   -93.856    0.923
Xe   54   771.477    -7232.135  -170.363  -179.097    0.951
Error parts in hartree: density = Dirac[TF] - Dirac[HF density],
functional = Dirac[HF density] - Ex_HF; mean s^2 dimensionless
atom Dirac[HF]  density functional  total  total/Z  mean s^2
He     -0.884    0.183     0.142     0.325   0.162    1.123
Ne    -11.033    0.784     1.075     1.858   0.186    0.544
Ar    -27.863    0.562     2.322     2.884   0.160    0.416
Kr    -88.624    1.950     5.232     7.182   0.199    0.277
Xe   -170.566    0.203     8.531     8.734   0.162    0.225
Relative error of Dirac on the HF density, in percent:
  He: 13.8 percent
  Ne: 8.9 percent
  Ar: 7.7 percent
  Kr: 5.6 percent
  Xe: 4.8 percent
Xe core radius 1/Z = 0.01852 bohr
Xe Dirac exchange inside 1/Z, TF density = -19.719 hartree
Xe Dirac exchange inside 1/Z, HF density = -16.860 hartree
Xe TF core bound (4/pi^2) Z = 21.885 hartree
Largest HF virial-ratio error = 4.3e-07
Kr solver difference, total = 1.0e-09 hartree
Kr solver difference, Ex = 9.0e-06 hartree
Xe exchange change in finer basis = 0.00029 hartree
Xe total-energy change in finer basis = 0.00316 hartree
```
